**Two-electron ground states and the singlet-triplet gap**

For two electrons in a real, local, spin-independent potential, under the stated conditions, the ground state $\psi_0$ has one sign and is a singlet. The gap to the triplet is $E_T-E_S=\tfrac12\int\psi_0^2|\nabla f|^2d\tau$, where $f=\psi_T/\psi_0$ and $\psi_T$ is the normalized triplet function. The program asserts the single sign (where the amplitude is not negligible), the exchange symmetry and the positive gap for three one-dimensional models, and the gap integral for one of them. It also asserts that a magnetic field can make the triplet lowest in a parabolic dot, and that the bound used for the binding of the second electron in H2 holds at three distances $R$. The Heitler-London integrals are compared with a Gaussian expansion of the 1s orbitals and, at $R=50$ bohr, with a closed form of the exchange repulsion. Full configuration interaction in the aug-cc-pVTZ basis gives a positive H2 gap at all five distances computed, from 0.389 hartree at 1.4 bohr to 0.000034 hartree at 8 bohr. The Heitler-London gap changes sign near 49.8 bohr, which is an error of that approximation.

## Verification by program

```python
"""Result under test: for two electrons in a real, local, spin-independent
potential the ground state has one sign, is even under exchange (a singlet),
and the triplet lies higher by  gap = (1/2) int psi0^2 |grad f|^2,
where f = psi_triplet / psi0 and psi_triplet is normalized.
For H2 (R = internuclear distance) the Heitler-London (HL) gap is also computed;
it turns negative at large R, which is an error of that approximation.
Hartree atomic units throughout; S = singlet, T = triplet."""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import gammainc
from pyscf import gto, scf, ao2mo, fci

EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

# ---------- one-dimensional models on a sinc grid, no symmetry imposed ----------
n_grid, step = 72, 0.3
x = (np.arange(n_grid) - (n_grid - 1) / 2) * step
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
derivative = np.where(diff == 0, 0.0, sign / safe) / step


def lowest_state(potential, odd_only):
    """Lowest state of all functions, or of the exchange-odd ones only."""
    def apply(vector):
        c = vector.reshape(n_grid, n_grid)
        if not odd_only:
            return (kinetic @ c + c @ kinetic + potential * c).ravel()
        a = (c - c.T) / 2
        y = kinetic @ a + a @ kinetic + potential * a
        return ((y - y.T) / 2 + 60.0 * (c - a)).ravel()
    size = n_grid**2
    start = np.random.default_rng(1).normal(size=size)
    op = LinearOperator((size, size), matvec=apply, dtype=float)
    e, c = eigsh(op, k=1, which="SA", ncv=60, tol=1e-10, v0=start, maxiter=5000)
    return e[0], c[:, 0].reshape(n_grid, n_grid)


def soft(d):
    return 1 / np.sqrt(d**2 + 1)


models = [
    ("soft-Coulomb molecule, R=3", -soft(x - 1.5) - soft(x + 1.5), 1.0),
    ("double well, repulsion x2", np.minimum(0.02 * (x**2 - 4)**2, 20), 2.0),
    ("tilted rippled well, attraction",
     0.1 * x**2 + 0.5 * np.sin(3 * x) + 0.2 * x, -1.0)]
print("1D models: E_S, E_T, gap (hartree); opposite-sign points in ground state")
for number, (name, v, strength) in enumerate(models):
    pot = v[:, None] + v[None, :] + strength * soft(x[:, None] - x[None, :])
    e0, psi0 = lowest_state(pot, False)
    e_t, psi_t = lowest_state(pot, True)
    psi0 = psi0 * np.sign(psi0.flat[np.argmax(abs(psi0))])
    large = abs(psi0) > 1e-4 * abs(psi0).max()
    opposite = int(np.sum(psi0[large] < 0))
    assert opposite == 0
    assert abs(psi0 - psi0.T).max() < 1e-5
    assert e_t > e0 + 1e-6
    print(f"  {name}: {e0:.6f} {e_t:.6f} {e_t - e0:.6f}; {opposite}")
    if number == 0:
        f = np.where(large, psi_t / np.where(large, psi0, 1.0), 0.0)
        g1 = derivative @ psi_t - f * (derivative @ psi0)
        g2 = psi_t @ derivative.T - f * (psi0 @ derivative.T)
        gap_identity = 0.5 * np.sum((g1**2 + g2**2)[large])
        # tolerance: grid error and the omitted far tail
        assert abs(gap_identity / (e_t - e0) - 1) < 0.01
        print(f"  gap of this molecule from the f integral: {gap_identity:.6f} hartree")


# ---------- parabolic two-dimensional dot: a magnetic field breaks reality ----------
def relative_energy(m, omega, coulomb=1.0):
    h, n = 0.01, 2000
    r = (np.arange(n) + 0.5) * h
    diagonal = 2 / h**2 + m**2 / r**2 + omega**2 * r**2 / 4 + coulomb / r
    edge = np.arange(1, n) * h
    off = -edge / (h**2 * np.sqrt(r[:-1] * r[1:]))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


assert abs(relative_energy(0, 1.0) - 2.0) < 1e-3      # exact state (1+r)exp(-r^2/4)
assert abs(relative_energy(1, 0.7, 0.0) - 1.4) < 1e-3  # oscillator level
omega0 = 0.5
dot_gap = {}
for cyclotron in (0.0, 1.0):
    omega = np.sqrt(omega0**2 + cyclotron**2 / 4)
    level = [relative_energy(m, omega) - m * cyclotron / 2 for m in range(6)]
    dot_gap[cyclotron] = min(level[1::2]) - min(level[0::2])
    print(f"dot, omega0={omega0}, cyclotron frequency={cyclotron}: "
          f"E_T-E_S = {dot_gap[cyclotron]:.5f} hartree")
assert dot_gap[0.0] > 0 > dot_gap[1.0]


# ---------- H2 is bound below the H2+ threshold: second-electron estimate ----------
def second_electron_energy(a, R):
    def weight(r):
        return 4 * a**3 * r**2 * np.exp(-2 * a * r)
    inner = quad(lambda r: weight(r) * (1 / r - 4 / R), 0, R / 2)[0]
    outer = quad(lambda r: -weight(r) / r, R / 2, np.inf)[0]
    return a**2 / 2 + inner + outer


for R in (1.4, 10.0, 50.0):
    a = 1 / (R + 1)
    direct = second_electron_energy(a, R)
    bound = a**2 / 2 - a + a**3 * R**2 / 3
    assert direct <= bound + 1e-9 and bound < 0
    print(f"second electron, R={R} bohr, a={a:.5f} 1/bohr: "
          f"estimate {direct:.6f}, simple bound {bound:.6f} hartree")


# ---------- Heitler-London gap; factors exp(-2R) are taken out ----------
def exchange_repulsion_scaled(R):
    """exp(2R) (ab|ab) for 1s orbitals, as one integral over u = ln(xi-1)."""
    u = np.linspace(-30, 35, 4001)
    y = np.exp(u)
    moment = [gammainc(1, R * y) / R, gammainc(2, R * y) / R**2,
              2 * gammainc(3, R * y) / R**3]
    g0 = 4 / 3 * moment[0] + 4 * moment[1] + 2 * moment[2]
    g2 = -4 / 15 * (moment[0] + 3 * moment[1] + 1.5 * moment[2])
    p2 = 1 + 3 * y + 1.5 * y**2
    integrand = (g0**2 + 5 * g2**2 / p2**2) / (2 + y)
    return R**5 / 8 * np.sum(integrand) * (u[1] - u[0])


def hl_gap_scaled(R):
    """exp(2R) (E_T - E_S) in the Heitler-London approximation."""
    s = 1 + R + R**2 / 3
    q = 1 / R + 5 / 8 - 3 * R / 4 - R**2 / 6
    exchange = s**2 / R + exchange_repulsion_scaled(R) - 2 * s * (1 + R)
    overlap4 = s**4 * np.exp(-4 * R)
    return 2 * (s**2 * np.exp(-2 * R) * q - exchange) / (1 - overlap4)


def hl_gap(R):
    return np.exp(-2 * R) * hl_gap_scaled(R)


def hl_from_gaussians(R):
    """Same quantities from the definition, 1s expanded in 18 Gaussians."""
    shells = [[0, [0.02 * 2.0**k, 1.0]] for k in range(18)]
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="B", basis={"H": shells}, verbose=0)
    n = mol.nao // 2
    overlap, t = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    with mol.with_rinv_origin((0, 0, 0)):
        v_a = -mol.intor("int1e_rinv")
    orbital = eigh((t + v_a)[:n, :n], overlap[:n, :n])[1][:, 0]
    a = np.concatenate([orbital, np.zeros(n)])
    b = np.concatenate([np.zeros(n), orbital])
    core = t + mol.intor("int1e_nuc")
    eri = mol.intor("int2e")
    s = a @ overlap @ b
    coulomb = np.einsum("ijkl,i,j,k,l", eri, a, a, b, b, optimize=True)
    exchange = np.einsum("ijkl,i,j,k,l", eri, a, b, a, b, optimize=True)
    d = a @ core @ a + b @ core @ b + coulomb
    x_term = 2 * s * (a @ core @ b) + exchange
    return (d - x_term) / (1 - s**2) - (d + x_term) / (1 + s**2), exchange


for R in (2.0, 4.0, 6.0):
    gap_ref, exchange_ref = hl_from_gaussians(R)
    # tolerance: error of the Gaussian expansion of the 1s orbital
    assert abs(gap_ref - hl_gap(R)) < 5e-6
    assert abs(exchange_ref - np.exp(-2 * R) * exchange_repulsion_scaled(R)) < 5e-6

# check of the quadrature at large R against the closed form of (ab|ab)
mp.mp.dps = 60
Rm = mp.mpf(50)
s_m = mp.exp(-Rm) * (1 + Rm + Rm**2 / 3)
s_p = mp.exp(Rm) * (1 - Rm + Rm**2 / 3)
closed = (-mp.exp(-2 * Rm) * (-mp.mpf(25) / 8 + 23 * Rm / 4 + 3 * Rm**2 + Rm**3 / 3)
          + 6 / Rm * (s_m**2 * (mp.euler + mp.log(Rm)) + s_p**2 * mp.ei(-4 * Rm)
                      - 2 * s_m * s_p * mp.ei(-2 * Rm))) / 5
assert abs(float(closed * mp.exp(2 * Rm)) / exchange_repulsion_scaled(50.0) - 1) < 1e-7

# logarithm of the rod-shaped exchange charge: coefficient from its line density
rod = quad(lambda z: (2 * z * (1 - z))**2, 0, 1)[0]
slope = (exchange_repulsion_scaled(8000.0) / 8000.0**3
         - exchange_repulsion_scaled(4000.0) / 4000.0**3) / np.log(2)
assert abs(slope / rod - 1) < 0.02
print(f"coefficient of R^3 exp(-2R) ln R: rod {rod:.6f}, quadrature {slope:.6f}")

# ---------- H2: full CI, singlet and triplet blocks ----------
print("H2 full CI/aug-cc-pVTZ: R (bohr), E_S, E_T, gap, HL gap (hartree)")
for R in (1.4, 2.0, 4.0, 6.0, 8.0):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="B", basis="aug-cc-pvtz", verbose=0)
    orbitals = scf.RHF(mol).run().mo_coeff
    n = orbitals.shape[1]
    core = orbitals.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ orbitals
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)
    full = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy()
    full += np.kron(core, np.eye(n)) + np.kron(np.eye(n), core)
    energy = {}
    for label, parity, offset in (("S", 1, 0), ("T", -1, 1)):
        i, j = np.triu_indices(n, offset)
        direct, swapped = i * n + j, j * n + i
        block = full[np.ix_(direct, direct)] + parity * full[np.ix_(direct, swapped)]
        norm = np.where(i == j, np.sqrt(0.5), 1.0)
        block = block * norm[:, None] * norm[None, :]
        energy[label] = eigh(block, eigvals_only=True,
                             subset_by_index=[0, 0])[0] + 1 / R
    gap = energy["T"] - energy["S"]
    assert gap > 0 and hl_gap(R) > 0
    print(f"  {R:.1f} {energy['S']:.6f} {energy['T']:.6f} {gap:.4e} {hl_gap(R):.4e}")
    if R == 1.4:
        e_free, c_free = fci.direct_spin1.kernel(core, eri, n, (1, 1), conv_tol=1e-10)
        spin2 = fci.spin_op.spin_square(c_free, n, (1, 1))[0]
        assert abs(e_free + 1 / R - energy["S"]) < 1e-6 and abs(spin2) < 1e-4
        print(f"  at R=1.4 bohr: gap = {gap * EV:.3f} eV; "
              f"<S^2> of unrestricted-spin CI ground state = {abs(spin2):.4f}")

# ---------- false sign change of the Heitler-London gap ----------
crossing = brentq(hl_gap_scaled, 20, 100)
assert hl_gap_scaled(0.9 * crossing) > 0 > hl_gap_scaled(1.1 * crossing)
print(f"HL gap changes sign at R = {crossing:.3f} bohr = {crossing * ANGSTROM:.3f} angstrom")
for R in (40.0, 60.0):
    print(f"HL gap at R={R:.0f} bohr: {hl_gap(R):.4e} hartree")
print("tests ok")
```

Running it gives:

```
1D models: E_S, E_T, gap (hartree); opposite-sign points in ground state
  soft-Coulomb molecule, R=3: -1.700943 -1.627352 0.073591; 0
  gap of this molecule from the f integral: 0.073591 hartree
  double well, repulsion x2: 1.311630 1.324575 0.012946; 0
  tilted rippled well, attraction: -0.554837 0.167809 0.722646; 0
dot, omega0=0.5, cyclotron frequency=0.0: E_T-E_S = 0.25416 hartree
dot, omega0=0.5, cyclotron frequency=1.0: E_T-E_S = -0.09445 hartree
second electron, R=1.4 bohr, a=0.41667 1/bohr: estimate -0.294255, simple bound -0.282600 hartree
second electron, R=10.0 bohr, a=0.09091 1/bohr: estimate -0.070550, simple bound -0.061733 hartree
second electron, R=50.0 bohr, a=0.01961 1/bohr: estimate -0.015474, simple bound -0.013133 hartree
coefficient of R^3 exp(-2R) ln R: rod 0.133333, quadrature 0.132243
H2 full CI/aug-cc-pVTZ: R (bohr), E_S, E_T, gap, HL gap (hartree)
  1.4 -1.172633 -0.783392 3.8924e-01 4.7659e-01
  at R=1.4 bohr: gap = 10.592 eV; <S^2> of unrestricted-spin CI ground state = 0.0000
  2.0 -1.136740 -0.896492 2.4025e-01 2.5751e-01
  4.0 -1.015767 -0.992954 2.2813e-02 2.0075e-02
  6.0 -1.000443 -0.999437 1.0058e-03 9.0106e-04
  8.0 -0.999694 -0.999659 3.4401e-05 3.1210e-05
HL gap changes sign at R = 49.794 bohr = 26.350 angstrom
HL gap at R=40 bohr: 6.2803e-32 hartree
HL gap at R=60 bohr: -7.6158e-49 hartree
tests ok
```
